# Frequency-Dependent U in Constrained RPA for a Three-Level Model: verification in Python

```python
"""Constrained RPA for three levels: full v, half-filled target t, empty c.

Result under test (Hartree units, t odd and v, c even under a mirror):
    U(w) = Ub + 4*D*g^2 / (w^2 - wp^2),   wp^2 = D^2 + 4*D*K
    D = e_c - e_v, Ub = (tt|tt), g = (tt|vc), K = (vc|vc)
so U(0) = Ub - 4 g^2/(D + 4K), the pole is at wp, and U -> Ub at large w.
Orbitals are columns of a matrix; the interaction acts between densities
on the basis functions (or on the grid points).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
OCC = np.array([1.0, 0.5, 0.0])      # occupation per spin of v, t, c
TARGET = 1


def dyson_U(w, energies, orbitals, V, P_target=0.0):
    """Target element of W from the matrix Dyson equation.

    Target-target transitions are left out unless P_target is given."""
    n = len(V)
    P = np.zeros((n, n), dtype=complex)
    for i in range(3):
        for j in range(3):
            if i == j:
                continue
            pair = orbitals[:, i] * orbitals[:, j]
            weight = 2 * (OCC[i] - OCC[j]) / (w + energies[i] - energies[j])
            P += weight * np.outer(pair, pair)
    n_t = orbitals[:, TARGET] ** 2
    P += P_target * np.outer(n_t, n_t)
    W = np.linalg.solve(np.eye(n) - V @ P, V)
    return n_t @ W @ n_t


def elements(energies, orbitals, V):
    """Gap and the three Coulomb elements Ub, g, K."""
    n_t = orbitals[:, TARGET] ** 2
    n_vc = orbitals[:, 0] * orbitals[:, 2]
    return (energies[2] - energies[0], n_t @ V @ n_t,
            n_t @ V @ n_vc, n_vc @ V @ n_vc)


def formula_U(w, D, Ub, g, K):
    return Ub + 4 * D * g**2 / (w**2 - D**2 - 4 * D * K)


# ---------- worked example: basis order t, s, p ----------
e_t, e_s, e_p, hop = 0.0, 0.15, -0.15, -0.2
H0 = np.array([[e_t, 0, 0], [0, e_s, hop], [0, hop, e_p]])
V = np.array([[0.8, 0.6, 0.2], [0.6, 0.5, 0.2], [0.2, 0.2, 0.4]])
assert np.linalg.eigvalsh(V).min() > 0
E, C = np.linalg.eigh(H0)
D, Ub, g, K = elements(E, C, V)
sin2 = 2 * abs(hop) / D
assert abs(D - np.hypot(e_s - e_p, 2 * hop)) < 1e-12
assert abs(abs(g) - sin2 / 2 * abs(V[0, 1] - V[0, 2])) < 1e-12
assert abs(K - sin2**2 / 4 * (V[1, 1] + V[2, 2] - 2 * V[1, 2])) < 1e-12

wp = np.sqrt(D**2 + 4 * D * K)
U0 = Ub - 4 * g**2 / (D + 4 * K)
lam2 = 2 * D * g**2 / wp
wz = np.sqrt(wp**2 - 4 * D * g**2 / Ub)
bound = Ub * D / (D + 4 * K)

# matrix Dyson equation against the formula, real and imaginary frequencies
for w in (0.0, 0.3, 0.6, 0.7, 1.0, 2.0, 0.4j, 3j):
    assert abs(dyson_U(w, E, C, V) - formula_U(w, D, Ub, g, K)) < 1e-10
assert abs(dyson_U(0.0, E, C, V) - U0) < 1e-10
assert abs(U0 - (Ub - 2 * lam2 / wp)) < 1e-12

# U stays finite at the bare gap
U_gap = Ub - g**2 / K
assert abs(dyson_U(D + 1e-7, E, C, V) - U_gap) < 1e-5

# high-frequency tail; the next term is smaller by (wp/w)^2
w_high = 50.0
tail = ((dyson_U(w_high, E, C, V) - Ub) * w_high**2).real
assert abs(tail / (4 * D * g**2) - 1) < 2 * (wp / w_high)**2

# zero of U and its sign between zero and pole
root = brentq(lambda w: dyson_U(w, E, C, V).real, D + 0.02, wp - 0.01)
assert abs(root - wz) < 1e-9
assert dyson_U(0.5 * (wz + wp), E, C, V).real < 0

# pole strength by a contour integral around the pole
circle = 0.05 * np.exp(2j * np.pi * np.arange(64) / 64)
residue = np.mean([dyson_U(wp + z, E, C, V) * z for z in circle])
assert abs(residue - lam2) < 1e-9

# ---------- time-dependent Hartree equations of the s, p electrons ----------
h_sp, V_sp, V_t = H0[1:, 1:], V[1:, 1:], V[1:, 0]
e_sp, c_sp = np.linalg.eigh(h_sp)
R0 = np.outer(c_sp[:, 0], c_sp[:, 0]).astype(complex)


def rate(R, q):
    """dR/dt for density matrix R per spin and added target charge q."""
    H = h_sp + np.diag(V_t * q + V_sp @ (2 * np.diag(R - R0)))
    return -1j * (H @ R - R @ H)


step = 1e-3      # central differences are exact for this quadratic rate
J = np.zeros((4, 4), dtype=complex)
for k in range(4):
    dR = np.zeros(4, dtype=complex)
    dR[k] = step
    dR = dR.reshape(2, 2)
    J[:, k] = ((rate(R0 + dR, 0) - rate(R0 - dR, 0)) / (2 * step)).ravel()
drive = ((rate(R0, step) - rate(R0, -step)) / (2 * step)).ravel()
wp_tdh = np.linalg.eigvals(J).imag.max()
assert abs(wp_tdh - wp) < 1e-8
for w in (0.2, 0.5, 0.9, 2.0):
    dR = np.linalg.solve(-1j * w * np.eye(4) - J, drive).reshape(2, 2)
    U_tdh = V[0, 0] + V_t @ (2 * np.diag(dR))
    assert abs(U_tdh - formula_U(w, D, Ub, g, K)) < 1e-8


# ---------- static value from self-consistent Hartree response ----------
def potential_on_target(q):
    dn = np.zeros(2)
    for _ in range(300):
        _, c = np.linalg.eigh(h_sp + np.diag(V_t * q + V_sp @ dn))
        dn = 0.5 * dn + 0.5 * (2 * c[:, 0]**2 - 2 * c_sp[:, 0]**2)
    return V[0, 0] * q + V_t @ dn


q_test = 1e-3
U0_scf = (potential_on_target(q_test)
          - potential_on_target(-q_test)) / (2 * q_test)
assert abs(U0_scf - U0) < 1e-5       # error of order q_test squared

# ---------- lower bound for random positive interactions ----------
rng = np.random.default_rng(3)
for _ in range(200):
    A = rng.normal(size=(3, 3))
    V_rand = A @ A.T
    d, ub, _, k = elements(E, C, V_rand)
    assert dyson_U(0.0, E, C, V_rand).real >= ub * d / (d + 4 * k) - 1e-10

# ---------- target screening restored by a thermal reservoir ----------
T = 0.01         # thermal occupation of c is about exp(-25), neglected


def fermi(e):
    return 1 / (np.exp(e / T) + 1)


de = 1e-5
P_d = 2 * (fermi(de) - fermi(-de)) / (2 * de)
assert abs(P_d * 2 * T + 1) < 1e-5
W0 = dyson_U(0.0, E, C, V, P_target=P_d).real
assert abs(W0 - U0 / (1 - P_d * U0)) < 1e-10

# ---------- real-space well with soft Coulomb repulsion ----------
x = np.linspace(-12, 12, 161)
dx = x[1] - x[0]
kinetic = (np.diag(np.full(161, 1 / dx**2))
           - np.diag(np.full(160, 0.5 / dx**2), 1)
           - np.diag(np.full(160, 0.5 / dx**2), -1))
V_soft = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)


def well(asymmetry):
    pot = 0.5 * 0.3**2 * x**2 + asymmetry * np.tanh(x)
    e, c = np.linalg.eigh(kinetic + np.diag(pot))
    return e[:3], c[:, :3]


e_sym, c_sym = well(0.0)
par_sym = elements(e_sym, c_sym, V_soft)
for w in (0.0, 0.2, 0.45, 1.5):
    assert abs(dyson_U(w, e_sym, c_sym, V_soft)
               - formula_U(w, *par_sym)) < 1e-8
U_sym = dyson_U(0.0, e_sym, c_sym, V_soft).real
e_asy, c_asy = well(0.3)
par_asy = elements(e_asy, c_asy, V_soft)
U_asy = dyson_U(0.0, e_asy, c_asy, V_soft).real
U_asy_one = formula_U(0.0, *par_asy)
assert U_asy < U_asy_one - 1e-4      # the other transitions now screen too

# ---------- printed numbers ----------
print("Energies in hartree unless another unit is given")
print(f"basis levels e_t, e_s, e_p: {e_t:.2f} {e_s:.2f} {e_p:.2f}")
print(f"s-p hopping: {hop:.2f}")
print(f"V_tt, V_ts, V_tp: {V[0,0]:.2f} {V[0,1]:.2f} {V[0,2]:.2f}")
print(f"V_ss, V_sp, V_pp: {V[1,1]:.2f} {V[1,2]:.2f} {V[2,2]:.2f}")
print(f"levels v, t, c: {E[0]:.4f} {abs(E[1]):.4f} {E[2]:.4f}")
print(f"gap D: {D:.4f}")
print(f"sin(2 theta), no unit: {sin2:.4f}")
print(f"bare Ub: {Ub:.4f}  = {Ub*EV:.3f} eV")
print(f"coupling |g|: {abs(g):.4f}")
print(f"pair repulsion K: {K:.4f}")
print(f"static U(0): {U0:.5f}  = {U0*EV:.3f} eV")
print(f"reduction Ub - U(0): {Ub-U0:.5f}")
print(f"ratio U(0)/Ub, no unit: {U0/Ub:.4f}")
print(f"lower bound on U(0): {bound:.4f}")
print(f"static U(0) from Hartree response: {U0_scf:.5f}")
print(f"pole wp: {wp:.5f}  = {wp*EV:.3f} eV")
print(f"pole from time-dependent Hartree: {wp_tdh:.5f}")
print(f"zero of U, wz: {wz:.5f}")
print(f"pole strength lambda^2 (hartree^2): {lam2:.5f}")
print(f"coupling lambda: {np.sqrt(lam2):.5f}")
print(f"tail coefficient 4 D g^2 (hartree^3): {4*D*g**2:.5f}")
print(f"tail coefficient from Dyson at w = {w_high:.0f}: {tail:.5f}")
for w in (0.3, 0.5, 0.6, 0.62, 0.7, 1.0, 2.0, 10.0):
    print(f"U at w = {w:.2f}: {formula_U(w, D, Ub, g, K):.5f}")
print(f"reservoir temperature kT: {T:.3f}")
print(f"target polarization P_d (1/hartree): {P_d:.3f}")
print(f"fully screened static W(0): {W0:.5f}")
print("Real-space well, static values:")
print(f"symmetric: bare {par_sym[1]:.5f}, Dyson {U_sym:.5f}, "
      f"formula {formula_U(0.0, *par_sym):.5f}")
print(f"asymmetric: bare {par_asy[1]:.5f}, Dyson {U_asy:.5f}, "
      f"formula {U_asy_one:.5f}")
print("no test failed")
```

Printed output:

```
Energies in hartree unless another unit is given
basis levels e_t, e_s, e_p: 0.00 0.15 -0.15
s-p hopping: -0.20
V_tt, V_ts, V_tp: 0.80 0.60 0.20
V_ss, V_sp, V_pp: 0.50 0.20 0.40
levels v, t, c: -0.2500 0.0000 0.2500
gap D: 0.5000
sin(2 theta), no unit: 0.8000
bare Ub: 0.8000  = 21.769 eV
coupling |g|: 0.1600
pair repulsion K: 0.0800
static U(0): 0.67512  = 18.371 eV
reduction Ub - U(0): 0.12488
ratio U(0)/Ub, no unit: 0.8439
lower bound on U(0): 0.4878
static U(0) from Hartree response: 0.67512
pole wp: 0.64031  = 17.424 eV
pole from time-dependent Hartree: 0.64031
zero of U, wz: 0.58822
pole strength lambda^2 (hartree^2): 0.03998
coupling lambda: 0.19995
tail coefficient 4 D g^2 (hartree^3): 0.05120
tail coefficient from Dyson at w = 50: 0.05121
U at w = 0.30: 0.64000
U at w = 0.50: 0.48000
U at w = 0.60: -0.22400
U at w = 0.62: -1.20000
U at w = 0.70: 1.44000
U at w = 1.00: 0.88678
U at w = 2.00: 0.81426
U at w = 10.00: 0.80051
reservoir temperature kT: 0.010
target polarization P_d (1/hartree): -50.000
fully screened static W(0): 0.01942
Real-space well, static values:
symmetric: bare 0.49919, Dyson 0.49911, formula 0.49911
asymmetric: bare 0.51250, Dyson 0.51191, formula 0.51225
no test failed
```
